# Edge and top injection into a tight-binding monolayer at equal metal coupling

## Question

I am modelling a metal contact to a monolayer, using a square lattice with one orbital per atom and nearest-neighbour hopping. In the edge contact, metal bonds to the terminal row. In the top contact, it bonds to the last $N$ rows. I give every bonded atom the same broadening $\Gamma$, so that the comparison is fair.

I expected the top contact to transmit $N$ times as much as the edge contact until the transmission saturates. My numbers disagree. A few rows gain far more than a factor $N$, some added rows reduce the transmission of a mode, and at large $\Gamma$ the edge contact can win. What is the correct dependence on contact length, and how do I turn it into a total conductance?

## Answer

The factor $N$ assumes that every row sees the same electron density. Here the sheet ends at the contact, so the electron forms a standing wave, and the terminal row sits next to one of its nodes. The problem can be solved in closed form, which also gives the saturation and the strong-coupling behaviour.

### The model

Let the rows be $n=1,2,\dots$, with lattice constant $a$, hopping $-t$ and zero on-site energy. Metal covers rows $1$ to $N$; the edge contact is $N=1$. I assume coherent transport, no disorder, no contact-induced level shift and no extra barrier.

Represent the metal at each bonded atom by its own semi-infinite chain, with hopping $-V$, bond $-\tau$ to the sheet, and band centre at the Fermi energy. At the band centre an outgoing wave gains a factor $i$ per site. If $\psi$ is the sheet amplitude and $\varphi_1$ that of the first metal atom, the equation at that metal atom is

$$0=-V(i\varphi_1)-\tau\psi\quad\Rightarrow\quad \varphi_1=\frac{i\tau}{V}\psi .$$

The metal therefore adds $-\tau\varphi_1=-i(\tau^2/V)\psi$ to the sheet equation. This is a self-energy $-i\Gamma/2$ with $\Gamma=2\tau^2/V$, and an electron on a bonded atom escapes at the rate $\Gamma/\hbar$. Equal metal coupling means equal $\Gamma$ per bonded atom.

All atoms in a row are equivalent, so the transverse phase $k_y$ per atom is conserved. For each $k_y$ we have a chain, and in the free sheet

$$E=-2t\cos k_y-2t\cos k,\qquad 0<k<\pi .$$

The speed along the chain is $v=(a/\hbar)\,\partial E/\partial k=2tas/\hbar$, with $s=\sin k$.

Below the metal,

$$-2t\cos k\,\psi_n=-\frac{i\Gamma}{2}\psi_n-t(\psi_{n+1}+\psi_{n-1}).$$

Dividing by $-t$ and defining $g=\Gamma/(2t)$ gives

$$\psi_{n+1}+\psi_{n-1}=(2\cos k-ig)\psi_n .$$

Its solutions are $e^{\pm iqn}$ with

$$\cos q=\cos k-\frac{ig}{2},\qquad \operatorname{Im}q>0 .$$

### Transmission for any contact length

It is easiest to send an electron from the sheet towards the contact. If its reflection amplitude is $r$, the metal receives the fraction $T_N=1-|r|^2$. Injection from the metal has the same total transmission: for each $k_y$ the scattering matrix connecting the sheet channel to the $N$ metal channels is unitary, so its row and column belonging to the sheet channel both have unit norm.

Measure position from the contact boundary, $x=n-N-\tfrac12$. In the sheet and below the metal, respectively,

$$\psi=e^{-ikx}+re^{ikx},\qquad \psi=A\left(e^{-iqx}+Pe^{iqx}\right).$$

The missing row $n=0$ requires $\psi_0=0$ at $x=-(N+\tfrac12)$, hence

$$P=-e^{i(2N+1)q}.$$

This is the amplitude for a round trip to the closed end. The equation at row $N$ involves $\psi_{N+1}$, and the equation at row $N+1$ involves $\psi_N$. Both forms must therefore agree at $x=\pm\tfrac12$. Adding and subtracting these two conditions gives

$$(1+r)\cos\frac k2=A(1+P)\cos\frac q2,$$
$$(1-r)\sin\frac k2=A(1-P)\sin\frac q2 .$$

Their ratio is

$$\frac{1-r}{1+r}=\frac{\tan(q/2)}{\tan(k/2)}\,\frac{1-P}{1+P}.$$

For an infinitely long contact $P=0$. Call the reflection amplitude in that case $R$:

$$R=\frac{\tan(k/2)-\tan(q/2)}{\tan(k/2)+\tan(q/2)}=\frac{\sin[(k-q)/2]}{\sin[(k+q)/2]} .$$

The first factor on the right of the ratio is then $(1-R)/(1+R)$. Solving for $r$,

$$r=\frac{(1+R)(1+P)-(1-R)(1-P)}{(1+R)(1+P)+(1-R)(1-P)}=\frac{R+P}{1+RP},$$

and therefore

$$\boxed{T_N=1-\left|\frac{R+P}{1+RP}\right|^2.}$$

For the edge, a direct calculation is shorter. Put the phase origin on row 1 and call the reflection amplitude $\rho$; its magnitude equals $|r|$. Since $\psi_0=0$, the row equation is $\psi_2=(2\cos k-ig)\psi_1$, or

$$e^{-ik}+\rho e^{ik}=(2\cos k-ig)(1+\rho).$$

Using $2\cos k=e^{ik}+e^{-ik}$,

$$\rho=-\frac{e^{ik}-ig}{e^{-ik}-ig},\qquad |\rho|^2=\frac{1-2gs+g^2}{1+2gs+g^2},$$

so that

$$T_1=\frac{4gs}{1+2gs+g^2}.$$

### Why a few rows gain more than a factor $N$

The absorbed flux is $(\Gamma/\hbar)\sum_{n\le N}|\psi_n|^2$. A unit incident wave carries $2ts/\hbar$ electrons per unit time. Their ratio is

$$T_N=\frac gs\sum_{n=1}^{N}|\psi_n|^2 .$$

To first order in $\Gamma$ we may use the wave of the uncoupled sheet. It vanishes at $n=0$, so $|\psi_n|=2|\sin nk|$, and

$$T_N\simeq\frac{4g}{s}\sum_{n=1}^{N}\sin^2(nk),\qquad
\frac{T_N}{T_1}\simeq\frac{\sum_{n=1}^N\sin^2(nk)}{\sin^2k}.$$

At this order an added row cannot reduce the transmission. If $Nk\ll1$, then $\sin(nk)\simeq nk$ and

$$\frac{T_N}{T_1}\simeq\sum_{n=1}^N n^2=\frac{N(N+1)(2N+1)}{6}.$$

The gain grows as $N^3/3$ for many rows that are still short compared with the wavelength. This needs $gN^2\ll1$ as well: at long wavelength the metal adds a curvature of order $g\psi$ per row squared, which changes the wave by a relative amount of order $gN^2$ across the contact.

For longer contacts, summing the cosines in $\sin^2(nk)=[1-\cos(2nk)]/2$ gives

$$T_N\simeq\frac{2g}{s}\left(N+\frac12\right)-\frac g{s^2}\sin[(2N+1)k].$$

The average growth is now linear in $N$, with an interference ripple. The slope is not the one you expected: dividing by $T_1\simeq4gs$, the gain over the edge approaches $N/(2s^2)$, which exceeds $N$ for $s^2<1/2$ and is $N/2$ at $k=\pi/2$.

"Equal coupling" could also mean equal total coupling, with $\Gamma/N$ on each top-contact atom. The first-order gain is then divided by $N$. It is still about $N^2/3$ for many rows at $Nk\ll1$, but for $k=\pi/2$ and even $N$ it is $1/2$, because half the rows lie at nodes while the edge row lies at a maximum. The advantage of top injection in that comparison depends on the wavelength.

### Saturation, and rows that reduce transmission

Now keep $g$ small but allow $gN$ to be of order one. Expanding $\cos q$ about $k$ gives

$$q\simeq k+\frac{ig}{2s},\qquad R\simeq-\frac{ig}{4s^2},\qquad P\simeq-ze^{i\phi},$$

with $z=e^{-g(N+1/2)/s}$ and $\phi=(2N+1)k$. To first order in $R$, $r\simeq P+R(1-P^2)$, hence

$$T_N\simeq1-z^2-2\operatorname{Re}[P^*R(1-P^2)].$$

Here $P^*R=i(g/4s^2)ze^{-i\phi}$ and $1-P^2=1-z^2e^{2i\phi}$. The real part of their product is $(g/4s^2)z(1+z^2)\sin\phi$, so

$$T_N\simeq1-z^2-\frac{g}{2s^2}z(1+z^2)\sin[(2N+1)k].$$

This requires $g\ll s^2$; at fixed $k$ and $gN$ the neglected terms are of order $g^2$. Without the ripple,

$$T_N\simeq1-e^{-2(N+1/2)a/\lambda},\qquad \lambda=\frac{\hbar v}{\Gamma}=\frac{2tsa}{\Gamma}.$$

The length $\lambda$ is the distance travelled during the mean escape time $\hbar/\Gamma$. The factor 2 appears because the electron crosses the contact, reflects at the closed end and crosses it again.

The change produced by one more row follows by subtraction. To leading order in $g$, the smooth part rises by $2gz^2/s$. In the ripple, $\sin[(2N+3)k]-\sin[(2N+1)k]=2s\cos[(2N+2)k]$. Thus

$$T_{N+1}-T_N\simeq\frac{gz}{s}\left\{2z-(1+z^2)\cos[(2N+2)k]\right\}.$$

At $z=1$ this is the non-negative first-order result. For $z<1$ we have $2z<1+z^2$, so the change is negative when $\cos[(2N+2)k]>2z/(1+z^2)$. This explains the rows that reduce the transmission of a single mode.

For a very long contact $z\to0$ and $T_\infty=1-|R|^2\simeq1-g^2/(16s^4)$. The small loss is reflection at the boundary between bare and metal-covered sheet.

### Why the edge can win at strong coupling

Take $k=\pi/2$, so $s=1$ and $T_1=4g/(1+g)^2$. Below the metal $q=\pi/2+i\kappa$, where $g=2\sinh\kappa$. With $u=e^{-\kappa}$,

$$g=\frac1u-u,\qquad |R|=\tanh\frac\kappa2=\frac{1-u}{1+u},\qquad T_\infty=\frac{4u}{(1+u)^2}.$$

Both transmissions are values of $F(x)=4x/(1+x)^2$, which is unchanged by $x\to1/x$ and increases for $0<x<1$. They are equal if $g=u$ or $g=1/u$. The second is impossible for $u>0$; the first gives $u=g=1/\sqrt2$. For larger $g$, $u$ is smaller, so $u<g<1/u$ and $T_1>T_\infty$. For this mode, an edge contact therefore beats an infinitely long top contact when $\Gamma>\sqrt2\,t$. Strong damping below the metal makes the boundary itself reflective. In a long contact almost no wave returns from the closed end to cancel that reflection, so lengthening it further does not help. A short contact can still use the returning wave: at $g=0.76$ three rows transmit 0.988, against 0.981 for the edge and 0.966 for the infinite contact.

### Total conductance

Let $\varepsilon=E+4t$ be the Fermi energy above the band bottom, with $\varepsilon<4t$. Then

$$\cos k=2-\frac{\varepsilon}{2t}-\cos k_y,$$

and the open modes satisfy $|k_y|<k_m$, where $\cos k_m=1-\varepsilon/(2t)$. A sheet of large width $W$ has $W\,dk_y/(2\pi a)$ modes in $dk_y$. Including spin, the zero-temperature linear conductance is

$$\frac GW=\frac{2e^2}{h}\frac{k_m}{\pi a}\,\overline T_N,\qquad
\overline T_N=\frac1{2k_m}\int_{-k_m}^{k_m}T_N\,dk_y .$$

### A worked case

Take round model parameters $t=1$ eV, $a=0.3$ nm, $\varepsilon=0.2$ eV and $\Gamma=0.02$ eV, so $g=0.01$. At normal incidence, $k_y=0$,

$$\cos k=0.9,\quad k=0.4510,\quad s=0.4359,\quad \lambda=\frac{2(1)(0.4359)(0.3)}{0.02}=13.1\ \text{nm}.$$

The edge transmits $T_1=0.01744/1.0088=0.0173$. For ten rows, $q=0.45116+0.01147i$, which gives

$$R=-0.00031-0.01315i,\qquad P=0.7850+0.0390i .$$

Then $|R+P|^2=0.6164$ and $|1+RP|^2=1.0006$, so $T_{10}=1-0.6160=0.384$. The gain over the edge is 22, compared with 27.8 from the first-order formula: depletion of the wave already matters.

The ripple is visible for five rows. The smooth law gives 0.223. With $z=0.881$ and $\sin(11k)=-0.969$, the ripple adds 0.040, for a total of 0.263; the closed formula gives 0.262.

For the total, I evaluated the average over $k_y$ by Gauss–Legendre quadrature, after substituting $k_y=k_m\sin\theta$. Here $k_m=0.4510$, which gives $0.4786$ modes per nm and a ballistic limit of $3.71\times10^4$ S/m.

| $N$ | $\overline T_N$ | gain over edge | $G/W$ (S/m) |
|---:|---:|---:|---:|
| 1 | 0.0137 | 1 | 506 |
| 2 | 0.0590 | 4.3 | 2190 |
| 5 | 0.285 | 20.8 | 10600 |
| 10 | 0.461 | 33.8 | 17100 |
| 20 | 0.704 | 51.6 | 26100 |
| 50 | 0.932 | 68.3 | 34600 |
| $\infty$ | 0.994 | 72.8 | 36800 |

Five rows, 1.5 nm of metal, raise the total by a factor of 21. Going from 20 rows to an infinite contact adds only another factor of 1.4. The ceiling of 73 mainly reflects how poorly the edge transmits: for one mode with $g\ll s^2$ the largest gain is about $1/(4gs)$.

The total reaches 90 % of its long-contact value at $N=40$, or 12 nm. The smooth law for normal incidence alone would need $N+\tfrac12=s\ln10/(2g)\simeq50$. Oblique modes have smaller $s$, move more slowly away from the edge, and so have a shorter $\lambda$.

As a width-normalized resistance, $W/G$ falls from about 1980 Ω µm for the edge to 27.1 Ω µm for the infinite contact. Of the latter, 27.0 Ω µm is the ballistic resistance of the sheet, which no contact length removes.

The total rises with every added row up to $N=97$; the next row lowers it. Up to $N=300$, 95 additions do so, but the largest total exceeds the infinite-length value by only 3 parts in a million. At $N=100$ the total has already reached 99.5 % of the infinite-length value, so choosing a special length gains almost nothing over a long contact.

If the edge coupling is instead shared among ten rows, $\overline T_{10}=0.063$, still 4.6 times the edge value. At this low filling, moving the bonds away from the node is useful even without adding coupling.

At the other extreme, raising $\Gamma$ to 2 eV gives 0.503 for the edge and 0.573 for the infinite top contact. They become equal at $\Gamma\simeq3.26$ eV, and at 3.59 eV the edge leads the infinite contact, 0.446 to 0.440. A two-row contact gives 0.448 there, so at this coupling the edge does not yet beat every top contact; at 4 eV it does, with 0.425 against 0.421 for two rows, the best of the top contacts. These values rest on the purely imaginary self-energy of a metal at its band centre. Away from that point the self-energy also has a real part, a level shift, which at such strong coupling can be comparable with the hopping and would have to be included. With $\Gamma$ defined by the imaginary part, placing the Fermi energy $V/2$ below the metal band centre moves the edge/infinite-contact crossing from 3.26 eV to about 2.05 eV, and placing it $V/2$ above moves it to about 6.7 eV.

The independent reservoirs are another limitation. If neighbouring atoms couple to the same metal states, the self-energy links different rows. The closed formula for $T_N$ then no longer holds in general, and the row equations must be solved with the full self-energy matrix. Real edge bonds may also have a different $\Gamma$ from top bonds; the comparison here isolates the effect of geometry.
